**Stevens factors of 4f ions from Racah algebra and from many-electron states**

The program tests $\lambda_k\sum_i C^k_0(i)=\theta_k O_{k0}(J)$ within the Hund's-rule multiplet of $4f^n$. Here $\theta_2,\theta_4,\theta_6$ are the Stevens factors $\alpha,\beta,\gamma$, $C^k_0$ is the Legendre polynomial $P_k(\cos\theta)$, $O_{k0}$ is a Stevens operator and $\lambda_k=2,8,16$. It asserts that the 3j/6j expression and the factorial formula agree as exact fractions wherever $k\le2J$. It also builds the multiplets of eleven ions with ladder operators in the space of 14 spin orbitals, and asserts that the full operator matrices agree for $k=2,4,6$ and for $x^2-y^2$. Further assertions cover the sign of the quadrupole at $M=J$, the angular densities, and the energies in the field of two axial charges, which are compared with direct integration of the repulsion. The output gives $\alpha=-2/35$ for Ce³⁺ and $\alpha=2/63$ for Yb³⁺. In the model field, Ce³⁺ has $|M|=5/2$ lowest and Yb³⁺ has $|M|=1/2$ lowest, with total splittings of about 45 and 50 meV.

## Verification by program

```python
# Result under test: in the Hund's-rule multiplet J of 4f^n,
#   lam_k * sum_i C^k_0(i) = theta_k * O_k0(J),  k = 2, 4, 6,
# where theta_k = alpha, beta, gamma are the Stevens factors, C^k_q are
# Racah-normalized harmonics, lam_k = 2, 8, 16, and O_k0 are Stevens operators.
# theta_k from 3j/6j symbols and from a factorial formula is compared with
# many-electron states built by ladder operators in the 14-spin-orbital Fock space.
# L, S, J: term and multiplet quantum numbers; M: projection of J.
# p: electrons outside an empty or half-filled shell.
# Model field: charges -charge*e at +-distance on z, electrons on a thin shell.
import math
import numpy as np
import scipy.sparse as sparse
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import lpmv, eval_legendre
from sympy.physics.wigner import wigner_3j, wigner_6j

LAM = {2: 2, 4: 8, 6: 16}
IONS = {1: "Ce3+", 2: "Pr3+", 3: "Nd3+", 4: "Pm3+", 5: "Sm3+", 8: "Tb3+",
        9: "Dy3+", 10: "Ho3+", 11: "Er3+", 12: "Tm3+", 13: "Yb3+"}


def stevens_operator(k, J, M):
    X = J * (J + 1)
    if k == 2:
        return 3 * M**2 - X
    if k == 4:
        return 35 * M**4 - 30 * X * M**2 + 25 * M**2 - 6 * X + 3 * X**2
    return (231 * M**6 - 315 * X * M**4 + 735 * M**4 + 105 * X**2 * M**2
            - 525 * X * M**2 + 294 * M**2 - 5 * X**3 + 40 * X**2 - 60 * X)


def exact_rational(value):
    root = sp.sqrt(sp.expand(value**2))
    assert root.is_Rational
    return root if float(value) >= 0 else -root


def hund(n):
    p = n if n <= 7 else n - 7
    L = sp.Rational(p * (7 - p), 2)
    S = sp.Rational(min(n, 14 - n), 2)
    J = abs(L - S) if n < 7 else L + S
    return p, L, S, J


# ---------- Racah algebra ----------
def reduced_f(k):
    return -7 * wigner_3j(3, k, 3, 0, 0, 0)


orbital_c = {(k, m): exact_rational((-1)**(3 - m) * wigner_3j(3, k, 3, -m, 0, m)
                                    * reduced_f(k))
             for k in LAM for m in range(-3, 4)}


def term_moment(p, k):
    return sum((orbital_c[k, m] for m in range(4 - p, 4)), sp.Integer(0))


def racah_factor(n, k):
    p, L, S, J = hund(n)
    red_L = term_moment(p, k) / wigner_3j(L, k, L, -L, 0, L)
    six_j = wigner_6j(L, J, S, J, L, k)
    red_J = (-1)**int(L + S + J + k) * (2 * J + 1) * six_j * red_L
    scale = 2**k * sp.sqrt(sp.factorial(2 * J - k) / sp.factorial(2 * J + k + 1))
    return exact_rational(scale * red_J), red_L, six_j, red_J, scale


def closed_factor(n, k):
    p, L, S, J = hund(n)
    if k > 2 * J:
        return sp.Integer(0)
    f = sp.factorial
    if n < 7:
        ratio = (f(2 * L - k) * f(2 * L + k + 1) * f(2 * J + 1)
                 / (f(2 * L) * f(2 * L + 1) * f(2 * J + k + 1)))
    else:
        ratio = f(2 * J - k) / f(2 * J)
    return 2**k * term_moment(p, k) * ratio


Jsym = sp.symbols("J")
for k in LAM:
    falling = sp.prod([2 * Jsym - i for i in range(k)])
    stretched = LAM[k] * falling / 2**k
    assert sp.expand(stevens_operator(k, Jsym, Jsym) - stretched) == 0

theta = {}
for n in IONS:
    J = hund(n)[3]
    for k in LAM:
        theta[n, k] = closed_factor(n, k)
        if k <= 2 * J:
            assert racah_factor(n, k)[0] == theta[n, k]
assert theta[1, 2] == sp.Rational(-2, 35)

# ---------- one-electron integrals by quadrature on the sphere ----------
x_nodes, x_weights = np.polynomial.legendre.leggauss(40)
phi = 2 * np.pi * np.arange(16) / 16


def polar_part(m, x):
    a = abs(m)
    norm = math.sqrt(7 / (4 * np.pi) * math.factorial(3 - a) / math.factorial(3 + a))
    return (1 if m >= 0 else (-1)**a) * norm * lpmv(a, 3, x)


harmonics = np.array([np.outer(polar_part(m, x_nodes), np.exp(1j * m * phi))
                      for m in range(-3, 4)])
area = np.outer(x_weights, np.full(16, 2 * np.pi / 16))


def orbital_matrix(values):
    return np.einsum("axy,xy,bxy->ab", harmonics.conj(), values * area,
                     harmonics).real


flat = np.ones((40, 16))
assert np.allclose(orbital_matrix(flat), np.eye(7), atol=1e-12)
c_quad = {k: orbital_matrix(eval_legendre(k, x_nodes)[:, None] * flat) for k in LAM}
for k in LAM:
    expected = np.diag([float(orbital_c[k, m]) for m in range(-3, 4)])
    assert np.allclose(c_quad[k], expected, atol=1e-12)
for m in range(-3, 4):
    assert abs(c_quad[2][m + 3, m + 3] - (4 - m * m) / 15) < 1e-12
for p in range(1, 8):
    direct_sum = sum(c_quad[2][m + 3, m + 3] for m in range(4 - p, 4))
    assert abs(direct_sum + p * (7 - p) * (7 - 2 * p) / 90) < 1e-12

# ---------- Fock space of 14 spin orbitals ----------
DIM = 2**14
configs = np.arange(DIM)
parity = np.zeros(DIM, dtype=int)
for bit in range(14):
    parity ^= (configs >> bit) & 1


def one_body(h):
    rows, cols, vals = [], [], []
    for a, b in zip(*np.nonzero(np.abs(h) > 1e-13)):
        a, b = int(a), int(b)
        occupied = ((configs >> b) & 1) == 1
        if a == b:
            start = configs[occupied]
            end, sign = start, np.ones(len(start))
        else:
            start = configs[occupied & (((configs >> a) & 1) == 0)]
            end = start ^ (1 << a) ^ (1 << b)
            between = (1 << max(a, b)) - (1 << (min(a, b) + 1))
            sign = 1 - 2 * parity[start & between]
        rows.append(end)
        cols.append(start)
        vals.append(h[a, b] * sign)
    return sparse.csr_matrix((np.concatenate(vals),
                              (np.concatenate(rows), np.concatenate(cols))),
                             shape=(DIM, DIM))


def spin_free(h):
    return one_body(np.kron(np.eye(2), h))


lower_l = np.zeros((7, 7))
for m in range(-2, 4):
    lower_l[m + 2, m + 3] = math.sqrt(12 - m * (m - 1))
L_minus = spin_free(lower_l)
S_minus = one_body(np.kron(np.array([[0, 0], [1, 0]]), np.eye(7)))
J_minus = L_minus + S_minus
J_plus = J_minus.T.tocsr()
C_fock = {k: spin_free(c_quad[k]) for k in LAM}
x2_minus_y2 = np.outer(1 - x_nodes**2, np.cos(2 * phi))
planar_fock = spin_free(orbital_matrix(x2_minus_y2))
occupation_fock = [spin_free(np.diag(np.eye(7)[i])) for i in range(7)]


def hund_determinant(n):
    filled = [6 - i for i in range(min(n, 7))] + [13 - i for i in range(max(n - 7, 0))]
    vector = np.zeros(DIM)
    vector[sum(1 << b for b in filled)] = 1
    return vector


def multiplet(n):
    p, L, S, J = hund(n)
    top = hund_determinant(n)
    assert np.linalg.norm(L_minus.T @ top) < 1e-12
    assert np.linalg.norm(S_minus.T @ top) < 1e-12
    steps = int(L + S - J)
    products = []
    for spin_steps in range(min(steps, int(2 * S)) + 1):
        v = top.copy()
        for _ in range(spin_steps):
            v = S_minus @ v
        for _ in range(steps - spin_steps):
            v = L_minus @ v
        products.append(v / np.linalg.norm(v))
    products = np.array(products).T
    raised = J_plus @ products
    values, vectors = np.linalg.eigh(raised.T @ raised)
    assert abs(values[0]) < 1e-9 and (len(values) == 1 or values[1] > 0.1)
    states = [products @ vectors[:, 0]]
    for _ in range(int(2 * J)):
        v = J_minus @ states[-1]
        states.append(v / np.linalg.norm(v))
    assert np.linalg.norm(J_minus @ states[-1]) < 1e-6
    return np.array(states).T


# half-filled shell is spherical
half = hund_determinant(7)
assert all(abs(half @ (C_fock[k] @ half)) < 1e-12 for k in LAM)

# ---------- model field of two axial charges ----------
charge, distance, shell = 0.2, 5.0, 1.0
repulsion = sum(charge / np.sqrt(shell**2 + distance**2 - 2 * s * shell * distance
                                 * x_nodes) for s in (1, -1))
field_fock = spin_free(orbital_matrix(repulsion[:, None] * flat))
strength = {k: 2 * charge * shell**k / (LAM[k] * distance**(k + 1)) for k in LAM}

energies, quadrupoles, densities = {}, {}, {}
for n in IONS:
    p, L, S, J = hund(n)
    Jf = float(J)
    M = Jf - np.arange(int(2 * J) + 1)
    V = multiplet(n)
    for k in LAM:
        direct = LAM[k] * V.T @ (C_fock[k] @ V)
        equivalent = np.diag(float(theta[n, k]) * stevens_operator(k, Jf, M))
        assert np.allclose(direct, equivalent, atol=1e-9)
        if k == 2:
            quadrupoles[n] = np.diag(direct)
    # a component with q = +-2 obeys the same alpha
    ladder = np.diag(np.sqrt(Jf * (Jf + 1) - M[:-1] * (M[:-1] - 1)), -1)
    planar = float(theta[n, 2]) * (ladder @ ladder + (ladder @ ladder).T) / 2
    assert np.allclose(V.T @ (planar_fock @ V), planar, atol=1e-9)
    # sign rule for the stretched state
    assert np.sign(quadrupoles[n][0]) == np.sign(2 * p - 7)
    # direct repulsion energy against the Stevens sum
    energy = np.diag(V.T @ (field_fock @ V)) - n * 2 * charge / distance
    stevens_sum = sum(float(theta[n, k]) * strength[k] * stevens_operator(k, Jf, M)
                      for k in LAM)
    assert np.allclose(energy, stevens_sum, atol=1e-11)
    energies[n] = energy
    ground = abs(M[np.argmin(energy)])
    assert abs(ground - (Jf if theta[n, 2] < 0 else min(abs(M)))) < 1e-12
    # angular density from occupations against the multipole sum
    grid = np.append(x_nodes, [1.0, 0.0])
    for i in range(len(M)):
        occ = [V[:, i] @ (op @ V[:, i]) for op in occupation_fock]
        density = sum(occ[m + 3] * polar_part(m, grid)**2 for m in range(-3, 4))
        series = n / (4 * np.pi) + sum(
            (2 * k + 1) / (4 * np.pi) * float(theta[n, k])
            * stevens_operator(k, Jf, M[i]) / LAM[k] * eval_legendre(k, grid)
            for k in LAM)
        assert np.allclose(density, series, atol=1e-9)
        densities[n, M[i]] = density[-2:]

# ---------- printed numbers ----------
print("Orbital moments <3m|C^k_0|3m> (dimensionless)")
for m in range(4):
    print(f" |m|={m}: k=2: {orbital_c[2, m]}, k=4: {orbital_c[4, m]},"
          f" k=6: {orbital_c[6, m]}")
print("Term moment q_2 for p=1..7:",
      ", ".join(str(term_moment(p, 2)) for p in range(1, 8)))
value, red_L, six_j, red_J, scale = racah_factor(1, 2)
print("Ce3+, k=2 (dimensionless):")
print(f" 3j(3 2 3;0 0 0) = {float(wigner_3j(3, 2, 3, 0, 0, 0)):.6f}")
print(f" 3j(3 2 3;-3 0 3) = {float(wigner_3j(3, 2, 3, -3, 0, 3)):.6f}")
print(f" <L||C2||L> = {float(red_L):.6f}")
print(f" 6j(3 5/2 1/2;5/2 3 2) = {float(six_j):.6f}")
print(f" <J||C2||J> = {float(red_J):.6f}")
print(f" 4*sqrt((2J-2)!/(2J+3)!) = {float(scale):.6f}")
print(f" alpha = {value} = {float(value):.6f}")
print("Stevens factors (dimensionless)")
for n, ion in IONS.items():
    p, L, S, J = hund(n)
    print(f" {ion} n={n} L={L} S={S} J={J} alpha={theta[n, 2]}"
          f" = {float(theta[n, 2]):.6f}")
for n, ion in IONS.items():
    gamma = theta[n, 6] if 6 <= 2 * hund(n)[3] else "undefined (6>2J)"
    print(f" {ion} beta={theta[n, 4]} gamma={gamma}")
print("Ce3+ <3z^2-r^2>/<r^2>, M=5/2, 3/2, 1/2 (dimensionless):",
      ", ".join(f"{v:.6f}" for v in quadrupoles[1][:3]))
print(f"Yb3+ <sum(3z^2-r^2)>/<r^2>, M=7/2: {quadrupoles[13][0]:.6f}")
print("Angular density (electrons per steradian): pole, equator")
for n, M_value, label in ((1, 2.5, "5/2"), (1, 0.5, "1/2"), (13, 3.5, "7/2")):
    pole, equator = densities[n, M_value]
    print(f" {IONS[n]} M={label}: {pole:.5f}, {equator:.5f}")
print(f"Model: charge {charge} e, distance {distance} a0, shell {shell} a0")
print("Field strengths A_k r^k, k=2,4,6 (mHa):",
      ", ".join(f"{1000 * strength[k]:.6f}" for k in LAM))
print("Ce3+ energies, M=5/2, 3/2, 1/2 (mHa):",
      ", ".join(f"{1000 * e:.5f}" for e in energies[1][:3]))
print("Yb3+ energies, M=7/2, 5/2, 3/2, 1/2 (mHa):",
      ", ".join(f"{1000 * e:.5f}" for e in energies[13][:4]))
hartree_ev = physical_constants["Hartree energy in eV"][0]
for n in (1, 13):
    spread = energies[n].max() - energies[n].min()
    print(f"{IONS[n]} total splitting: {1000 * spread:.5f} mHa"
          f" = {1000 * spread * hartree_ev:.3f} meV")
print("done: every assertion held")
```

Printed output:

```
Orbital moments <3m|C^k_0|3m> (dimensionless)
 |m|=0: k=2: 4/15, k=4: 2/11, k=6: 100/429
 |m|=1: k=2: 1/5, k=4: 1/33, k=6: -25/143
 |m|=2: k=2: 0, k=4: -7/33, k=6: 10/143
 |m|=3: k=2: -1/3, k=4: 1/11, k=6: -5/429
Term moment q_2 for p=1..7: -1/3, -1/3, -2/15, 2/15, 1/3, 1/3, 0
Ce3+, k=2 (dimensionless):
 3j(3 2 3;0 0 0) = 0.195180
 3j(3 2 3;-3 0 3) = 0.243975
 <L||C2||L> = -1.366260
 6j(3 5/2 1/2;5/2 3 2) = 0.142857
 <J||C2||J> = -1.171080
 4*sqrt((2J-2)!/(2J+3)!) = 0.048795
 alpha = -2/35 = -0.057143
Stevens factors (dimensionless)
 Ce3+ n=1 L=3 S=1/2 J=5/2 alpha=-2/35 = -0.057143
 Pr3+ n=2 L=5 S=1 J=4 alpha=-52/2475 = -0.021010
 Nd3+ n=3 L=6 S=3/2 J=9/2 alpha=-7/1089 = -0.006428
 Pm3+ n=4 L=6 S=2 J=4 alpha=14/1815 = 0.007713
 Sm3+ n=5 L=5 S=5/2 J=5/2 alpha=13/315 = 0.041270
 Tb3+ n=8 L=3 S=3 J=6 alpha=-1/99 = -0.010101
 Dy3+ n=9 L=5 S=5/2 J=15/2 alpha=-2/315 = -0.006349
 Ho3+ n=10 L=6 S=2 J=8 alpha=-1/450 = -0.002222
 Er3+ n=11 L=6 S=3/2 J=15/2 alpha=4/1575 = 0.002540
 Tm3+ n=12 L=5 S=1 J=6 alpha=1/99 = 0.010101
 Yb3+ n=13 L=3 S=1/2 J=7/2 alpha=2/63 = 0.031746
 Ce3+ beta=2/315 gamma=undefined (6>2J)
 Pr3+ beta=-4/5445 gamma=272/4459455
 Nd3+ beta=-136/467181 gamma=-1615/42513471
 Pm3+ beta=952/2335905 gamma=2584/42513471
 Sm3+ beta=26/10395 gamma=undefined (6>2J)
 Tb3+ beta=2/16335 gamma=-1/891891
 Dy3+ beta=-8/135135 gamma=4/3864861
 Ho3+ beta=-1/30030 gamma=-5/3864861
 Er3+ beta=2/45045 gamma=8/3864861
 Tm3+ beta=8/49005 gamma=-5/891891
 Yb3+ beta=-2/1155 gamma=4/27027
Ce3+ <3z^2-r^2>/<r^2>, M=5/2, 3/2, 1/2 (dimensionless): -0.571429, 0.114286, 0.457143
Yb3+ <sum(3z^2-r^2)>/<r^2>, M=7/2: 0.666667
Angular density (electrons per steradian): pole, equator
 Ce3+ M=5/2: 0.00000, 0.14921
 Ce3+ M=1/2: 0.23873, 0.05968
 Yb3+ M=7/2: 1.11408, 0.94001
Model: charge 0.2 e, distance 5.0 a0, shell 1.0 a0
Field strengths A_k r^k, k=2,4,6 (mHa): 1.600000, 0.016000, 0.000320
Ce3+ energies, M=5/2, 3/2, 1/2 (mHa): -0.90819, 0.16457, 0.74362
Yb3+ energies, M=7/2, 5/2, 3/2, 1/2 (mHa): 1.05509, 0.17369, -0.45162, -0.77716
Ce3+ total splitting: 1.65181 mHa = 44.948 meV
Yb3+ total splitting: 1.83225 mHa = 49.858 meV
done: every assertion held
```
